# Spacing of dislocations in a low-angle copper tilt boundary

**Question.** Two copper grains meet at a boundary and differ in orientation by a tilt of 5 degrees. The boundary is made of edge dislocations with a Burgers vector of length 0.256 nm. How far apart are the dislocations, how does the distance change with the tilt, and when does the estimate fail?

**Answer.**

### The geometry

Let $x$ point along the boundary normal, $y$ along the boundary, and $z$ along the axis about which the grains are tilted. Start from one perfect reference lattice. Turn the left grain by $+\theta/2$ and the right grain by $-\theta/2$ about $z$, counting counterclockwise turns as positive. The misorientation is then $\theta$, and the boundary is a symmetric tilt boundary.

The dislocation lines run along $z$. The Burgers vector of a dislocation is the amount by which a closed path around its line fails to close when the same lattice steps are repeated in a perfect crystal. In an edge dislocation it is perpendicular to the line. I assume at first that all the dislocations have the same Burgers vector, of length $b$, pointing along $x$.

The given length fits copper's face-centred cubic lattice. With cubic lattice parameter $a$, the lattice points are $(a/2)(i,j,k)$, where $i,j,k$ are integers with an even sum. An integer and its square have the same parity, so $i^2+j^2+k^2$ is even too. Its smallest nonzero value is 2, and the shortest lattice vector has length

$$b=\frac a2\sqrt2=\frac{a}{\sqrt2}.$$

It is of type $(a/2)\langle110\rangle$. For $b=0.256$ nm this gives $a=0.362$ nm, in agreement with copper's measured lattice parameter of about 0.36 nm. Short Burgers vectors are favoured because the strain around a dislocation is proportional to $b$, and its elastic energy therefore to $b^2$. Since $b$ lies along the boundary normal, the boundary is a $\{110\}$ plane.

### Counting the dislocations

Take a long boundary segment of length $L$. Go up it just inside the left grain and return just inside the right grain. The path is closed in the real material. Repeated in the reference lattice, it fails to close by the sum of the Burgers vectors it encloses.

To express the segment $L\hat{\mathbf y}$ in the coordinates of a grain's own lattice, undo the turn of that grain. With $\alpha=\theta/2$, the two grains give

$$\mathbf v_{\rm left}=L(\sin\alpha,\cos\alpha),\qquad
\mathbf v_{\rm right}=L(-\sin\alpha,\cos\alpha).$$

The $y$ components cancel in the difference and the $x$ components add:

$$\mathbf v_{\rm left}-\mathbf v_{\rm right}=(2L\sin\alpha,\,0).$$

If the segment contains $N$ dislocations, this vector has length $Nb$. Hence $Nb=2L\sin(\theta/2)$, and the mean spacing $D=L/N$ is

$$D=\frac{b}{2\sin(\theta/2)}.$$

The ends of the segment need not fall on lattice sites, which can change the count by a few units. This does not matter for the mean over a long segment.

For copper at 5 degrees, $2\sin(\theta/2)=0.08724$, so

$$D=\frac{0.256\ \text{nm}}{0.08724}=2.93\ \text{nm}.$$

The dislocations are about 3 nm apart, which makes about 341 of them per micrometre of boundary.

### Where the extra planes end

The same count can be read from the atomic planes. Consider the planes that were parallel to the boundary before the grains were turned. In the face-centred cubic lattice these are (220) planes, with spacing $b/2$. After a turn by $\alpha$ they are no longer parallel to the boundary, so they run into it and end there.

In the left grain the planes satisfy $x\cos\alpha+y\sin\alpha=mb/2$, with $m$ an integer. Setting $x=0$ shows that they meet the boundary at intervals of $b/(2\sin\alpha)$ along $y$. The right grain supplies equally many, so the two grains together have

$$N_{\rm planes}=2\,\frac{L}{b/(2\sin\alpha)}=\frac{4L\sin\alpha}{b}$$

plane ends in a length $L$. Each plane accounts for a thickness $b/2$, so two plane ends supply one Burgers vector. Dividing by two gives $N=2L\sin\alpha/b$, as before.

This can be seen in a list of atoms. I generated atom positions in both turned lattices and counted the distinct (220) planes with atoms within a distance $b$ of the boundary. Subtracting the count for a 300 nm segment from that for a 600 nm segment removes most of the effect of the ends, leaving an uncertainty of a plane or two. The remaining 300 nm contained 204 ending planes, or 102 dislocations. The formula gives 102.2.

### How the spacing scales

For small angles in radians, $\sin(\theta/2)\approx\theta/2-\theta^3/48$. Therefore

$$2\sin(\theta/2)\approx\theta\left(1-\frac{\theta^2}{24}\right),
\qquad D\approx\frac b\theta .$$

The true denominator is slightly smaller than $\theta$, so $b/\theta$ is slightly too small, by a fraction $\theta^2/24$ of $D$. At 5 degrees, $\theta=0.08727$ rad and the error is 0.03%.

The spacing is thus proportional to $b$ and, at small tilt, inversely proportional to $\theta$. With copper's $b$ held fixed:

| Tilt (degrees) | Spacing (nm) |
|---:|---:|
| 1 | 14.67 |
| 2 | 7.33 |
| 5 | 2.93 |
| 10 | 1.47 |
| 15 | 0.98 |

As the tilt goes to zero the spacing grows without limit, and the boundary disappears. At large tilt the formula still returns a number, but the picture of separate dislocations fails. Around each line there is a core in which the atoms are too strongly displaced for linear elasticity. Suppose the core is $4b$ wide, a round choice. The cores touch when $D=4b$, that is, when $\sin(\theta/2)=1/8$, or $\theta=14.4$ degrees. At 5 degrees, cores of this width cover $4b/D=35\%$ of the boundary. The limiting angle depends on the assumed width, so it is a rough guide and not a sharp threshold.

### Why a wall of dislocations can join two grains

The count shows how many dislocations the tilt requires. It remains to see that such a wall leaves the grains rotated but nearly unstrained. Let $\mathbf u$ be the elastic displacement and

$$\omega=\tfrac12(\partial_xu_y-\partial_yu_x)$$

the local rotation. Draw a rectangle around $N$ dislocations, with height $L=ND$ and its vertical sides far from the wall. Going round it counterclockwise, the change in $u_x$ has magnitude $Nb$. The top and bottom contributions cancel, because the displacement gradients repeat with period $D$ and the two sides are traversed in opposite directions.

On the vertical sides, suppose that the strain has died out. Zero shear strain means $\partial_yu_x=-\partial_xu_y$, so $\partial_yu_x=-\omega$. The right side is traversed upwards and the left side downwards, which gives

$$L\,|\omega_{\rm left}-\omega_{\rm right}|=Nb,
\qquad |\omega_{\rm left}-\omega_{\rm right}|=\frac bD .$$

Linear elasticity thus reproduces the small-angle law, and Poisson's ratio $\nu$ does not enter.

To see whether the strain does die out, I used the isotropic elastic solution for one edge dislocation at the origin. With $r^2=x^2+y^2$,

$$u_x=\frac b{2\pi}\left[\arctan\frac yx+\frac{xy}{2(1-\nu)r^2}\right],$$

$$u_y=-\frac b{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right].$$

This solution is an input here. Its derivatives were taken by finite differences and summed over a wall of 400,001 dislocations, with $\nu=0.34$ and copper's $b/D$ at 5 degrees. At a height $0.3D$ above one dislocation near the middle of the wall, the largest strain component was $1.8\times10^{-2}$ at $x=0.25D$, $7.7\times10^{-4}$ at $x=D$, and $2.8\times10^{-6}$ at $x=2D$. In this isotropic model the strain is therefore concentrated within about one spacing of the wall, while the rotation persists. The computed rotation jump was 4.998 degrees, both for $\nu=0.34$ and for $\nu=0.20$. Real copper is elastically anisotropic. For a [001] tilt axis and this $\{110\}$ boundary, this makes the strain reach further, falling only about tenfold per spacing, but it still dies out and leaves the same rotation jump.

### A second case: another boundary plane

The tilt angle alone does not fix the spacing. Let the tilt axis be [001], and turn the boundary plane about this axis by an angle $\varphi$ away from $\{110\}$, with the misorientation held fixed. The segment now points along $(-\sin\varphi,\cos\varphi)$. Undoing the two grain rotations and subtracting gives

$$\mathbf v_{\rm left}-\mathbf v_{\rm right}
=2L\sin(\theta/2)\,(\cos\varphi,\sin\varphi).$$

A single family with its Burgers vector along $x$ cannot supply both components. Assume two families, with perpendicular Burgers vectors of length $b$ along $x$ and $y$; both are $\langle110\rangle$ vectors perpendicular to the tilt axis. Their numbers add, so the mean spacing is

$$D(\varphi)=\frac{D(0)}{|\cos\varphi|+|\sin\varphi|}.$$

Between 0 and 90 degrees the square of the denominator is $1+\sin2\varphi$, which is largest at 45 degrees. The boundary is then a $\{100\}$ plane, and the spacing in copper falls from 2.93 to 2.07 nm if the two families stay as separate lines. On this plane they occur in equal numbers, and one of each adds up to a vector of type $a\langle100\rangle$, whose squared length $a^2$ equals the $2b^2$ of the pair. The $b^2$ rule therefore does not choose between the two arrangements; if the pairs merged, the lines would be $a/[2\sin(\theta/2)]=4.15$ nm apart. The estimate of 3 nm therefore belongs to the $\{110\}$ boundary with one family.

### A silver film

Consider a silver interconnect film with a 4 degree [001] tilt boundary on a $\{110\}$ plane. Take the lattice parameter to be 0.409 nm, as a chosen input. Then $b=0.409/\sqrt2=0.2892$ nm. The angle is 0.06981 rad, so

$$D\approx\frac{0.2892\ \text{nm}}{0.06981}=4.14\ \text{nm}.$$

This is 14.33 lattice periods of length $b$. Suppose that the cores sit on equivalent sites of a flat boundary. The step from one core to the next, written in the two grains' own lattices, must then differ by one Burgers vector, so by symmetry its $x$ components are $+b/2$ and $-b/2$. In the face-centred cubic lattice seen along [001], a lattice vector with $x$ component $\pm b/2$ has a $y$ component that is an odd multiple of $b/2$. The gaps nearest the mean are therefore about $13.5b$ and $14.5b$, or 3.91 and 4.20 nm with the small $x$ component included. No single gap equals the mean, but a mixture gives it if about 82% of the gaps are the longer kind.

The lattice parameter, the expansion coefficient and the tilt are chosen inputs of typical size, not measurements on a particular film. If the film is free to expand, heating from 293 to 373 K, with an expansion coefficient of $1.9\times10^{-5}$ per kelvin and the tilt held fixed, lengthens $D$ by 0.15%. A film held by a substrate that expands less would change less in its plane. An error of half a degree in the tilt matters far more: it allows any value from 3.68 to 4.74 nm. Turning the boundary plane by 45 degrees lowers the mean spacing by 29%, to 2.93 nm, if the two $\langle110\rangle$ families stay as separate lines. In a real film, where boundaries can curve and the tilt may be combined with twist, the assumption of one family on one flat plane may fail. High-angle boundaries lie outside the estimate altogether.

Dislocations in face-centred cubic metals often split into partial dislocations on a $\{111\}$ plane. A straight [001] line lies in no such plane, so it cannot split in this way along its whole length, though segments of a kinked line might. Splitting changes the cores, but the partials of each dislocation still add up to the same Burgers vector, so the mean number of complete dislocations is unchanged.

For electrons crossing the boundary, $D$ gives the density of the scattering lines but not their strength. If each line scattered independently with a fixed effective width $w$ smaller than $D$, the intercepted fraction would be $w/D$, proportional to $\theta$ at small tilt. Finding $w$, and deciding whether interference between the lines can be neglected, requires an electronic calculation.
